# Phonon Confinement: Size-Dependent Shift and Broadening of a Raman Line

An optical phonon branch has its maximum at the zone centre and falls isotropically away from it:

$$\omega(q)=\omega_0-bq^2,\qquad b>0 .$$

In a large crystal, first-order Raman scattering shows one line near $\omega_0$. In a crystallite of diameter $L$, the light samples the phonon field over a limited region. Describe that region by the amplitude window

$$W(\mathbf r)=e^{-\alpha r^2/L^2},$$

where the dimensionless number $\alpha$ sets how sharply the window falls towards the surface. It is a parameter of the model. Every bulk mode has the same full width at half maximum (FWHM) $\Gamma_0=2\gamma$, with $\gamma\ll\omega_0$. Units with $\hbar=1$ are used, so frequencies are energies; numerical values are given in eV and Å. Strain, heating, carriers and a spread of sizes are left out.

## (a) How does the window relax momentum conservation?

*Let $\mathbf k$ be the wavevector transferred by the light. Find the amplitude with which a phonon of wavevector $\mathbf q$ contributes.*

**Solution.** The phonon displacement $u(\mathbf r)$ modulates the polarizability in proportion to itself, so the scattering amplitude is

$$A=\int W(\mathbf r)\,e^{-i\mathbf k\cdot\mathbf r}\,u(\mathbf r)\,d^3r .$$

Expand the displacement in bulk modes in a large volume $V$, $u=V^{-1/2}\sum_{\mathbf q}Q_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$. Then

$$A=\sum_{\mathbf q}C(\mathbf q-\mathbf k)Q_{\mathbf q},\qquad
C(\mathbf p)=V^{-1/2}\int W(\mathbf r)e^{i\mathbf p\cdot\mathbf r}d^3r .$$

If $W$ is constant throughout $V$, the integral vanishes unless $\mathbf q=\mathbf k$: this is momentum conservation. For the Gaussian window, complete the square:

$$-\frac{\alpha r^2}{L^2}+i\mathbf p\cdot\mathbf r
=-\frac{\alpha}{L^2}\left(\mathbf r-\frac{iL^2\mathbf p}{2\alpha}\right)^2-\frac{p^2L^2}{4\alpha}.$$

The integrand is analytic and decays at large $|\mathbf r|$, so the integration path may be shifted back to the real axis. The remaining Gaussian integral is independent of $\mathbf p$, and

$$C(\mathbf p)\propto e^{-p^2L^2/4\alpha},\qquad |C(\mathbf p)|^2\propto e^{-p^2L^2/2\alpha}.$$

Each component of $\mathbf q$ is therefore spread about that of $\mathbf k$ with variance $\alpha/L^2$. The mean of $q^2$ is $k^2+3\alpha/L^2$. From here on $\mathbf k$ is set to zero. This requires $k^2\ll3\alpha/L^2$ and so fails for large enough $L$; the extra mean lowering $bk^2$ is then the same as that of the bulk line.

## (b) Why do intensities add, and what is the lineshape?

**Solution.** The spectrum is that of the correlation function $\langle A(t)A^\dagger(0)\rangle$, which contains the terms $C(\mathbf q)C^*(\mathbf q')\langle Q_{\mathbf q}(t)Q^\dagger_{\mathbf q'}(0)\rangle$. Translating the bulk crystal by $\mathbf R$ multiplies such an average by a phase $e^{\pm i(\mathbf q-\mathbf q')\cdot\mathbf R}$. The average cannot change in a homogeneous bulk, so it vanishes for $\mathbf q\ne\mathbf q'$. The cross terms are gone, and the weights are $|C(\mathbf q)|^2$.

This step uses bulk modes. The model selects a region of a homogeneous phonon field and does not solve for the vibrations of a body with surfaces; part (i) returns to this point.

A damped mode driven by a force $f$ obeys $\ddot Q+\Gamma_0\dot Q+\omega_q^2Q=f$, with $\omega_q=\omega(q)$. For time dependence $e^{-i\omega t}$ its response is $\chi_q=1/(\omega_q^2-\omega^2-i\omega\Gamma_0)$. By the fluctuation–dissipation theorem the Stokes spectrum is proportional to $(n+1)\,\mathrm{Im}\,\chi_q$, where $n$ is the Bose occupation and

$$\mathrm{Im}\,\chi_q=\frac{\omega\Gamma_0}{(\omega_q^2-\omega^2)^2+\omega^2\Gamma_0^2}.$$

Near resonance $\omega_q^2-\omega^2\simeq2\omega(\omega_q-\omega)$. With $\Gamma_0=2\gamma$,

$$\mathrm{Im}\,\chi_q\simeq\frac{1}{2\omega}\,\frac{\gamma}{(\omega-\omega_q)^2+\gamma^2}.$$

The factor $(n+1)/2\omega$ and the Raman tensor vary little across a narrow line and are taken as constant. For a line whose width is nearly a tenth of $\omega_0$, as for the smallest crystallite in part (h), this approximation can change the shift and width by several per cent. Summing over modes gives the Gaussian confinement lineshape

$$I(\omega)\propto\int d^3q\;\frac{e^{-q^2L^2/2\alpha}}{[\omega-\omega(q)]^2+\gamma^2}.$$

A test on a damped chain, solved in real space without using plane waves, agrees with the one-dimensional form of this sum to 0.3% of the peak height.

## (c) How are the phonon energies distributed?

*Let $x=\omega_0-\omega(q)=bq^2$ be the lowering of a mode. Find its probability density.*

**Solution.** Write $\sigma^2=\alpha/L^2$ and define the confinement energy

$$\theta=2b\sigma^2=\frac{2\alpha b}{L^2}.$$

The normalized weight in a spherical shell is $4\pi q^2(2\pi\sigma^2)^{-3/2}e^{-q^2/2\sigma^2}dq$. Substitute $q=\sqrt{x/b}$, so that $dq=dx/(2\sqrt{bx})$ and $q^2/2\sigma^2=x/\theta$. The factors become

$$4\pi q^2dq=2\pi b^{-3/2}x^{1/2}dx,\qquad
(2\pi\sigma^2)^{-3/2}=\left(\frac{\pi\theta}{b}\right)^{-3/2}.$$

Their product gives

$$p(x)=\frac{2}{\sqrt\pi}\,\theta^{-3/2}x^{1/2}e^{-x/\theta},\qquad x>0 .$$

The factor $x^{1/2}$ comes from the three-dimensional shell volume: few modes lie very close to $q=0$. The moments are $\langle x\rangle=\tfrac32\theta$ and $\langle x^2\rangle=\tfrac{15}{4}\theta^2$, so the variance is $v=\tfrac32\theta^2$. The maximum follows from $1/(2x)-1/\theta=0$, that is, $x=\theta/2$. The mean lies three times as far from $\omega_0$ as the most probable value.

## (d) Find the line in closed form.

**Solution.** Let $\delta=\omega-\omega_0$. A mode lowered by $x$ is centred at $\delta=-x$. The line of unit area is

$$I(\delta)=\int_0^\infty p(x)\,\frac{\gamma/\pi}{(\delta+x)^2+\gamma^2}\,dx
=-\frac1\pi\,\mathrm{Im}\int_0^\infty\frac{p(x)\,dx}{\delta+x+i\gamma}.$$

Put $x=\theta u^2$ and $s^2=(\delta+i\gamma)/\theta$, with $\mathrm{Re}\,s>0$. Then $p(x)dx=(4/\sqrt\pi)u^2e^{-u^2}du$. The integrand is even in $u$, so the last integral, called $G$, is

$$G=\frac{2}{\sqrt\pi\,\theta}\int_{-\infty}^{\infty}\frac{u^2e^{-u^2}}{u^2+s^2}du
=\frac{2}{\sqrt\pi\,\theta}\left[\sqrt\pi-s^2J(s)\right],\quad
J(s)=\int_{-\infty}^{\infty}\frac{e^{-u^2}}{u^2+s^2}du .$$

For $\mathrm{Re}\,s^2>0$, use $1/(u^2+s^2)=\int_0^\infty e^{-y(u^2+s^2)}dy$, do the $u$ integral, and set $w=\sqrt{1+y}$:

$$J=\sqrt\pi\int_0^\infty\frac{e^{-ys^2}}{\sqrt{1+y}}dy
=2\sqrt\pi\,e^{s^2}\int_1^\infty e^{-s^2w^2}dw=\frac{\pi}{s}e^{s^2}\mathrm{erfc}(s).$$

Both sides are analytic for $\mathrm{Re}\,s>0$, so the result holds in that whole half plane. Hence

$$I(\delta)=-\frac{2}{\pi\theta}\,\mathrm{Im}\left[1-\sqrt\pi\,s\,e^{s^2}\mathrm{erfc}(s)\right].$$

Apart from the overall energy scale, the shape depends on the single ratio $\theta/\gamma$. A test by propagation on a three-dimensional lattice, starting from the real-space window, reproduces this line to 0.1% of its peak.

## (e) Show that there is one peak and that it lies below $\omega_0$.

**Solution.** Let $\mathcal L(y)=(\gamma/\pi)/(y^2+\gamma^2)$. Its slope is positive for $y<0$ and negative for $y>0$. Since

$$I'(\delta)=\int_0^\infty p(x)\mathcal L'(\delta+x)dx,$$

the slope of the line is negative for every $\delta\ge0$. The line vanishes at $\delta\to-\infty$, so its maximum lies at some $\delta<0$.

To show that there is no second peak, let $I'(\delta_0)=0$ and take $\delta_0<\delta<0$. With $y=\delta+x$,

$$I'(\delta)=\int_{\delta_0}^{\infty} R(y)\,p(y-\delta_0)\mathcal L'(y)dy,\qquad R(y)=\frac{p(y-\delta)}{p(y-\delta_0)},$$

where $p$ is zero for negative argument. The derivative $(\ln p)'=1/(2x)-1/\theta$ decreases with $x$, so $R$ increases with $y$ once $y>\delta$; below that it is zero. Thus $R<R(0)$ where $\mathcal L'>0$, and $R>R(0)$ where $\mathcal L'<0$. Both facts lower the integral, and

$$I'(\delta)<R(0)\,I'(\delta_0)=0 .$$

After its first zero the slope stays negative, so the peak is unique. For an upward branch, $b$ changes sign and the line is mirrored about $\omega_0$. The downshift thus comes from the downward dispersion.

## (f) What happens for weak confinement, $\theta\ll\gamma$?

**Solution.** Measure energy from the mean, $y=\delta+\tfrac32\theta$, and expand the Lorentzian under the average over $x$. The first-order term vanishes, leaving

$$I\simeq\mathcal L(y)+\frac v2\mathcal L''(y).$$

This is even in $y$, so the peak is at $y=0$:

$$\delta_{\rm peak}\simeq-\frac32\theta=-\frac{3\alpha b}{L^2}.$$

For the width, drop the common factor $\gamma/\pi$ and use $f=1/(y^2+\gamma^2)$, for which $f''=(6y^2-2\gamma^2)/(y^2+\gamma^2)^3$. The peak height is $1/\gamma^2-v/\gamma^4$. Let the half-height point be $y=\gamma+\eta$. With $f'(\gamma)=-1/(2\gamma^3)$ and $f''(\gamma)=1/(2\gamma^4)$,

$$\frac1{2\gamma^2}-\frac{\eta}{2\gamma^3}+\frac{v}{4\gamma^4}
=\frac1{2\gamma^2}-\frac{v}{2\gamma^4}
\quad\Rightarrow\quad \eta=\frac{3v}{2\gamma}.$$

The other side moves out equally, so the added FWHM is

$$2\eta=\frac{3v}{\gamma}=\frac{9\theta^2}{2\gamma}=\frac{36\alpha^2b^2}{\Gamma_0L^4}.$$

The shift is first order in the spread of energies, while the broadening is second order. For the Gaussian window, as $L$ falls from a large value, a displacement therefore appears before an appreciable broadening. This relies on the finite variance $v$ and does not hold for the clamped sphere of part (i).

## (g) What happens for strong confinement, $\theta\gg\gamma$?

**Solution.** The Lorentzian is now narrow compared with $p$, and the line follows $p(-\delta)$. Its peak is the most probable energy:

$$\delta_{\rm peak}\simeq-\frac\theta2=-\frac{\alpha b}{L^2}.$$

With $t=x/\theta$, the half-height condition is $t^{1/2}e^{-t}=\tfrac12(1/2)^{1/2}e^{-1/2}$. Squaring and multiplying by $-2$ gives

$$-2t\,e^{-2t}=-\frac{1}{4e}.$$

The two real branches of the Lambert function, defined by $We^W=z$, give the two solutions $t=-\tfrac12W(-1/4e)$. Their separation is 1.795, so

$$\mathrm{FWHM}\simeq1.795\,\theta=\frac{3.59\,\alpha b}{L^2}.$$

Shift and width now both scale as $L^{-2}$. The shift coefficient has changed from 3 to 1, because the peak follows the mean in one limit and the most probable value in the other. Hence a single law $\delta_{\rm peak}\propto L^{-2}$ with a fixed coefficient does not join the two regimes.

## (h) Evaluate the line for a model crystal.

*Take $\omega_0=0.060$ eV, $\Gamma_0=0.0005$ eV, $\alpha=8\pi^2=78.96$ and $b=0.015625$ eV Å². These are round model parameters and describe no particular material.*

**Solution.** For $L=50$ Å,

$$\theta=\frac{2(78.96)(0.015625)}{50^2}=9.87\times10^{-4}\ \mathrm{eV},\qquad \frac\theta\gamma=3.95 .$$

This lies between the limits, so the closed form is needed. In the table, shift and FWHM are in $10^{-4}$ eV.

| $L$ (Å) | $\theta/\gamma$ | Shift | FWHM | $\lvert\text{shift}\rvert L^2/\alpha b$ |
|---:|---:|---:|---:|---:|
| 400 | 0.062 | −0.228 | 5.04 | 2.96 |
| 200 | 0.247 | −0.820 | 5.52 | 2.66 |
| 100 | 0.987 | −2.41 | 8.52 | 1.95 |
| 50 | 3.95 | −6.77 | 21.5 | 1.37 |
| 30 | 11.0 | −15.8 | 52.6 | 1.16 |

At $L=50$ Å the shift is −5.5 cm⁻¹ and the FWHM 17.3 cm⁻¹.

At 400 Å the weak law predicts a shift of $-2.31\times10^{-5}$ eV, against the computed $-2.28\times10^{-5}$ eV. It predicts an added width of $4.28\times10^{-6}$ eV, against $4.17\times10^{-6}$ eV. Both values are for $\mathbf k=0$. A finite $k$ multiplies the variance $v$ by $1+2k^2L^2/3\alpha$; for $k=0.01$ Å⁻¹ the added width at 400 Å rises by 13%, while the shift relative to the bulk line changes by less than 1%. At 30 Å the strong law gives a width of $1.795\theta=4.92\times10^{-3}$ eV; the computed width is 7% larger than this.

Halving $L$ from 100 to 50 Å multiplies the shift by 2.8, not 4, because the coefficient falls on the way. The line also becomes lopsided. At 50 Å its half width is $1.49\times10^{-3}$ eV on the low-energy side and $0.66\times10^{-3}$ eV on the high-energy side. The long side is the tail of $p(x)$ towards larger $q$.

A scan of 40 sizes from 1000 down to 20 Å tests the trend: at every step the downshift and the width grow. This is numerical evidence for these parameters, not a general proof.

A uniform strain that changes $\omega_0$ but leaves $b$ and $\gamma$ alone would move the whole line rigidly. Within this model, width and asymmetry therefore carry information on size that the peak position alone does not.

## (i) Where does the result fail?

**Solution.** *Curvature of the branch.* A real branch does not fall quadratically without end. Take

$$\omega(q)=\omega_0-D\sin^2(qa/4),\qquad b=\frac{Da^2}{16},$$

with $D=0.010$ eV and $a=5$ Å, which gives the $b$ used above. With $z=bq^2$, the lowering is $x\simeq z-z^2/(3D)$. Since $\langle z\rangle=\tfrac32\theta$ and $\langle z^2\rangle=\tfrac{15}4\theta^2$, the mean lowering is reduced, to leading order in $\theta/D$, by the relative amount

$$\frac{5\theta}{6D}=\frac{5\alpha a^2}{48L^2},$$

which is 2.1% at 100 Å.

The most probable energy moves the other way. The density in $x$ is proportional to $z^{1/2}e^{-z/\theta}/(1-2z/3D)$, because a flatter branch packs more modes into each energy interval. Setting its logarithmic derivative to zero, to first order in $\theta/D$, gives

$$z\simeq\frac\theta2\left(1+\frac{2\theta}{3D}\right),\qquad
x\simeq\frac\theta2\left(1+\frac{\theta}{2D}\right).$$

The full branch should thus slightly reduce the peak shift in large crystallites, where the peak follows the mean, and increase it in small ones. The numerical output shows this: at 400 Å the shift is 0.1% smaller in magnitude than for the quadratic branch, and at 30 Å it is 13% larger, $-1.79\times10^{-3}$ eV. The first-order expansion gives the sign and rough size of this change only. At 20 Å the full branch gives a shift 55% larger and a second maximum, so the single-peak result of part (e) and the small-size end of the scan in part (h) belong to the quadratic branch.

*Meaning of the size.* Only $L^2/\alpha$ enters the line. With $\alpha=2$ in place of $8\pi^2$, the shift at 50 Å is $-3.6\times10^{-5}$ eV, about 19 times smaller. The window is then still $e^{-\alpha/4}=0.61$ at the surface, and more than half of the integral of $W^2$ lies outside the crystallite, so this choice does not confine the phonon within the diameter $L$. With $\alpha=8\pi^2$ the amplitude instead falls to $1/e$ already at $r=L/\sqrt\alpha=0.11L$. At $L=30$ Å this is 3.4 Å, less than $a$, so a smooth window is no longer a sound description, and that row of the table only illustrates the formula. A size inferred from a measured line is therefore tied to the chosen window.

*Surfaces.* Suppose instead that the vibration amplitude $\phi$ obeys $b\nabla^2\phi=\delta\,\phi$ and vanishes at the surface of a sphere of radius $R=L/2$. The spherically symmetric modes are $\phi=\sin(qr)/r$ with $qR=n\pi$, so

$$q_n=\frac{2\pi n}{L},\qquad \delta_n=-\frac{4\pi^2n^2b}{L^2}.$$

For light that couples uniformly to the sphere, the relative intensity is the squared overlap with a constant. With $r\phi=\sin(n\pi r/R)$,

$$w_n=\frac{\left[\int_0^R r\sin(n\pi r/R)\,dr\right]^2}{\int_0^R\sin^2(n\pi r/R)\,dr\int_0^R r^2dr}
=\frac{R^4/(n\pi)^2}{(R/2)(R^3/3)}=\frac{6}{\pi^2n^2}.$$

The spectrum is a sum of discrete modes, each of width $\Gamma_0$; in large crystallites their lines overlap. The strongest mode has weight 0.61 and lies at $-2.5\times10^{-4}$ eV for $L=50$ Å, well above the Gaussian peak. If the surface instead requires zero normal slope, the constant $\phi$ is itself a mode with $\delta=0$. It takes all the uniform coupling, and there is no shift.

The individual clamped modes scale as $L^{-2}$, like $\theta$, since $q\sim1/L$ and the branch is quadratic. The peak of their summed line does so only while the strongest mode is resolved. Every mode contributes the same amount $w_n|\delta_n|=24b/L^2$ to the mean lowering, and the number of modes within $\gamma$ of $\omega_0$ grows as $L\sqrt{\gamma/b}$. When the lines overlap, the peak shift and the added width therefore both scale as $\sqrt{b\gamma}/L$. At 400 Å the clamped line peaks at $-1.7\times10^{-5}$ eV, against $-3.9\times10^{-6}$ eV for its strongest mode, and is broadened by $2.4\times10^{-5}$ eV. The coefficient, the power of $L$, the asymmetry and even the presence of a shift depend on how the vibration and the light's coupling behave at the surface.

## Numbers as computed

```
Zone-centre energy omega0 = 0.0600 eV
Branch drop D = 0.0100 eV; a = 5.0 angstrom
Curvature b = 0.015625 eV angstrom^2
Bulk FWHM Gamma0 = 0.000500 eV; gamma = 0.000250 eV
Window parameter alpha = 78.9568 (dimensionless)
Quadratic branch, closed form:
L = 400 angstrom: theta = 1.5421e-05 eV, theta/gamma = 0.0617
  peak shift = -2.2814e-05 eV, FWHM = 5.0417e-04 eV
  lower/upper half width = 2.5240e-04 / 2.5177e-04 eV
  |shift| L^2/(alpha b) = 2.9588
L = 200 angstrom: theta = 6.1685e-05 eV, theta/gamma = 0.2467
  peak shift = -8.1980e-05 eV, FWHM = 5.5175e-04 eV
  lower/upper half width = 2.8511e-04 / 2.6664e-04 eV
  |shift| L^2/(alpha b) = 2.6580
L = 100 angstrom: theta = 2.4674e-04 eV, theta/gamma = 0.9870
  peak shift = -2.4113e-04 eV, FWHM = 8.5230e-04 eV
  lower/upper half width = 5.0866e-04 / 3.4364e-04 eV
  |shift| L^2/(alpha b) = 1.9545
L = 50 angstrom: theta = 9.8696e-04 eV, theta/gamma = 3.9478
  peak shift = -6.7671e-04 eV, FWHM = 2.1474e-03 eV
  lower/upper half width = 1.4899e-03 / 6.5755e-04 eV
  |shift| L^2/(alpha b) = 1.3713
L = 30 angstrom: theta = 2.7416e-03 eV, theta/gamma = 10.9662
  peak shift = -1.5841e-03 eV, FWHM = 5.2639e-03 eV
  lower/upper half width = 3.8448e-03 / 1.4191e-03 eV
  |shift| L^2/(alpha b) = 1.1556
Full branch, numerical zone integral:
L = 400 angstrom: shift = -2.2788e-05 eV, FWHM = 5.0415e-04 eV
L = 200 angstrom: shift = -8.1782e-05 eV, FWHM = 5.5112e-04 eV
L = 100 angstrom: shift = -2.4119e-04 eV, FWHM = 8.4644e-04 eV
L = 50 angstrom: shift = -6.9483e-04 eV, FWHM = 2.1167e-03 eV
L = 30 angstrom: shift = -1.7853e-03 eV, FWHM = 5.1841e-03 eV
Weak-law shift at L = 400 angstrom = -2.3132e-05 eV
Weak-law added FWHM at L = 400 angstrom = 4.2807e-06 eV
Computed added FWHM at L = 400 angstrom = 4.1659e-06 eV
Strong-limit FWHM/theta = 1.7954
L = 50 angstrom, closed form: shift = -5.458 cm^-1, FWHM = 17.320 cm^-1
L = 50 angstrom, alpha = 2: shift = -3.6307e-05 eV, FWHM = 5.1053e-04 eV
Clamped sphere, L = 50 angstrom: top-line shift = -2.4674e-04 eV
Clamped-sphere top-line weight = 0.6079
Mean-shift ratio full/quadratic, L = 100 angstrom = 0.97967
Leading estimate of that ratio = 0.97944
Upward branch, L = 50 angstrom: shift = 6.9483e-04 eV
Chain test: largest error/peak = 2.57e-03
3D correlation test: largest error = 1.04e-03
3D line test: largest error/peak = 8.12e-04
```
